# The Two-Beam X-Ray Dispersion Surface and Its Tie Points

## A case that can be seen through

Let a crystal have the relative permittivity $1+\chi$ with

$$\chi(x)=\chi_0+2\chi_h\cos hx ,$$

where $\chi_0$ and $\chi_h$ are real and much smaller than one in magnitude. An X-ray of vacuum wave number $k=\omega/c$ propagates in the $xz$ plane, where $z$ is parallel to the reflecting planes, with its electric field along $y$. Write $E_y=f(x)e^{iqz}$. Since $E_y$ does not depend on $y$, the field has no divergence, and Maxwell's equations reduce to

$$f''+\left[k^2(1+\chi)-q^2\right]f=0 .$$

At the Bragg condition the plane waves $e^{\pm ihx/2}$ are equally important. By symmetry they combine into a cosine and a sine. For the cosine,

$$2\cos hx\,\cos\tfrac{hx}{2}=\cos\tfrac{hx}{2}+\cos\tfrac{3hx}{2}.$$

The last term misses the vacuum wave equation by $2h^2$, so it is excited with relative amplitude $k^2|\chi_h|/(2h^2)$. It is dropped, which requires $h^2\gg k^2|\chi_h|$ and excludes very small Bragg angles. For the sine the same product gives $-\sin(hx/2)$ in place of $+\cos(hx/2)$. Therefore

$$q_\pm^2=k^2(1+\chi_0\pm\chi_h)-\tfrac{h^2}{4},$$

with the upper sign for the cosine. Subtraction gives $q_+^2-q_-^2=2k^2\chi_h$. With $h/2=k\sin\theta_B$, the sum $q_++q_-$ is close to $2k\cos\theta_B$, so

$$|q_+-q_-|=\frac{k|\chi_h|}{\cos\theta_B}.$$

One frequency and one direction along the planes thus allow two wave numbers. The two standing waves put their intensity in different parts of the unit cell and sample different mean susceptibilities. Their separation is the gap of the dispersion surface. The general result adds other directions, the second polarization, a complex susceptibility and an arbitrary surface.

## The statement

Fields vary as $e^{i(\mathbf K\cdot\mathbf r-\omega t)}$. The crystal is nonmagnetic, with a local, isotropic response

$$\chi(\mathbf r)=\sum_{\mathbf g}\chi_{\mathbf g}e^{i\mathbf g\cdot\mathbf r},\qquad |\chi_{\mathbf g}|\ll1 .$$

Two wave vectors, $\mathbf K_0$ and $\mathbf K_h=\mathbf K_0+\mathbf h$, have lengths close to $k$; all others are far from it. Define

$$\kappa=k\left(1+\frac{\chi_0}{2}\right),\qquad \xi_0=\frac{K_0-\kappa}{k},\qquad \xi_h=\frac{K_h-\kappa}{k}.$$

To leading order in $\chi$,

$$\boxed{\;\xi_0\xi_h=\frac P4,\qquad P=C^2\chi_h\chi_{-h}\;}$$

Here $C=1$ for $\sigma$ polarization (field normal to the plane of the beams) and $C=\cos2\theta_B$ for $\pi$ polarization (field in that plane). For complex wave vectors, $K$ means $\sqrt{\mathbf K\cdot\mathbf K}$.

## First derivation: Bloch waves of the displacement field

**The wave equation.** Maxwell's equations are $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=-i\omega\mathbf D$, with $\mathbf D=\varepsilon_0(1+\chi)\mathbf E$. Taking the curl of the first and using the second gives

$$\nabla\times\nabla\times\frac{\mathbf D}{1+\chi}=k^2\mathbf D,\qquad \nabla\cdot\mathbf D=0 .$$

Replace $1/(1+\chi)$ by $1-\chi$; the error is of order $\chi^2$. The periodic crystal admits Bloch waves

$$\mathbf D=\sum_{\mathbf g}\mathbf D_g e^{i\mathbf K_g\cdot\mathbf r},\qquad \mathbf K_g=\mathbf K_0+\mathbf g .$$

On a component $\mathbf V e^{i\mathbf K\cdot\mathbf r}$ the double curl gives $K^2\mathbf V-\mathbf K(\mathbf K\cdot\mathbf V)$, which is $K^2$ times the part of $\mathbf V$ normal to $\mathbf K$. Since $\mathbf D_g$ is itself normal to $\mathbf K_g$,

$$(K_g^2-k^2)\mathbf D_g=K_g^2\sum_{\mathbf g'}\chi_{\mathbf g-\mathbf g'}(\mathbf D_{g'})_{\perp g}.$$

The subscript $\perp g$ means the part normal to $\mathbf K_g$. Relative to the strong beams a component is of order $|\chi|K_g^2/|K_g^2-k^2|$. It is small when $|K_g^2-k^2|\gg k^2|\chi|$, and of order $\chi$ when $|K_g^2-k^2|$ is comparable with $k^2$ or larger. This justifies keeping only $\mathbf D_0$ and $\mathbf D_h$.

**Polarization.** Let $\mathbf s$ be the unit normal to the plane of the beams. It serves as the $\sigma$ vector for both. The $\pi$ vectors are $\mathbf s\times\hat{\mathbf K}_0$ and $\mathbf s\times\hat{\mathbf K}_h$, whose scalar product is $\hat{\mathbf K}_0\cdot\hat{\mathbf K}_h=\cos2\theta_B$ to leading order. The $\sigma$ and $\pi$ vectors are mutually perpendicular, so the polarizations separate:

$$[K_0^2(1-\chi_0)-k^2]D_0=K_0^2C\chi_{-h}D_h,$$
$$[K_h^2(1-\chi_0)-k^2]D_h=K_h^2C\chi_hD_0 .$$

The index $-h$ appears in the first line because scattering from beam $h$ to beam $0$ changes the wave vector by $-\mathbf h$.

**Leading order.** By definition $K=k(1+\chi_0/2+\xi)$. Hence

$$K^2(1-\chi_0)-k^2\simeq k^2[(1+\chi_0+2\xi)(1-\chi_0)-1]\simeq2k^2\xi .$$

On the right-hand sides $K^2$ may be replaced by $k^2$. The equations become

$$2\xi_0D_0=C\chi_{-h}D_h,\qquad 2\xi_hD_h=C\chi_hD_0 .$$

A nonzero solution requires $4\xi_0\xi_h=C^2\chi_h\chi_{-h}$, which is the boxed result. The first equation also fixes the amplitude ratio

$$r=\frac{D_h}{D_0}=\frac{2\xi_0}{C\chi_{-h}}.$$

**The hyperbola and its gap.** Without absorption $\chi(\mathbf r)$ is real, $\chi_{-h}=\chi_h^*$, and $P=C^2|\chi_h|^2$ is positive. Take as origin the Lorentz point, the wave vector $\mathbf K_L$ in the plane of the beams for which $|\mathbf K_L|=|\mathbf K_L+\mathbf h|=\kappa$. Put $\mathbf K_0=\mathbf K_L+\mathbf q$. Let $q_u$ be the component of $\mathbf q$ along the bisector of the beams and $q_h$ that along $\mathbf h$. Near this point each sphere is replaced by its tangent plane, so the change of each length is the projection of $\mathbf q$ on the beam direction:

$$k\xi_0=q_u\cos\theta_B-q_h\sin\theta_B,\qquad k\xi_h=q_u\cos\theta_B+q_h\sin\theta_B .$$

Their product gives

$$q_u^2\cos^2\theta_B-q_h^2\sin^2\theta_B=\frac{k^2C^2|\chi_h|^2}{4}.$$

This is a hyperbola in the plane of the beams. Its asymptotes, $\xi_0=0$ and $\xi_h=0$, are the waves that each beam would have alone in a medium of mean susceptibility $\chi_0$. The vertices lie at $q_h=0$, so the gap between the branches is

$$G=\frac{k|C||\chi_h|}{\cos\theta_B}.$$

For $C=1$ this is the splitting found at the start. The product of the two Fourier coefficients appears because a closed passage from beam $0$ to beam $h$ and back uses each once; $C$ enters twice for the same reason. With absorption the boxed equation still holds, but $P$ may be complex and the surface is no longer a curve of real wave vectors.

The tangent planes are adequate if the curvature term, of order $q^2/k$, is small beside $k|\chi|$. At the vertices this requires $\cos^2\theta_B\gg|\chi|$, which excludes near-backscattering from the gap formula.

**The boundary selects tie points.** A vacuum wave $\mathbf k_0$, with $|\mathbf k_0|=k$, meets a plane surface whose unit normal $\mathbf n$ points into the crystal. The tangential fields must match at every point of the surface, so $\mathbf K_0$ and $\mathbf k_0$ have equal tangential components:

$$\mathbf K_0=\mathbf k_0+k\delta\,\mathbf n .$$

In wave-vector space this is a line normal to the crystal surface. Its intersections with the dispersion surface are the tie points. Define

$$\gamma_0=\frac{\mathbf n\cdot\mathbf k_0}{k},\qquad \gamma_h=\frac{\mathbf n\cdot(\mathbf k_0+\mathbf h)}{k},\qquad \alpha=\frac{2\mathbf k_0\cdot\mathbf h+h^2}{k^2}.$$

Then $\gamma_0>0$, and $\alpha$ measures the departure from the vacuum Bragg condition, because $|\mathbf k_0+\mathbf h|^2=k^2(1+\alpha)$. Squaring the wave vectors gives

$$K_0^2=k^2(1+2\gamma_0\delta+\delta^2),\qquad K_h^2=k^2(1+\alpha+2\gamma_h\delta+\delta^2).$$

Taking square roots to first order and subtracting $\kappa$,

$$\xi_0=\gamma_0\delta-\frac{\chi_0}{2},\qquad \xi_h=\gamma_h\delta+\frac\alpha2-\frac{\chi_0}{2}.$$

Eliminate $\delta=(\xi_0+\chi_0/2)/\gamma_0$ and multiply $\xi_h$ by $b=\gamma_0/\gamma_h$:

$$b\xi_h=\xi_0+\beta,\qquad \beta=\frac{\chi_0(1-b)}2+\frac{b\alpha}{2}.$$

The surface condition becomes $\xi_0(\xi_0+\beta)=bP/4$, with the roots

$$\boxed{\;\xi_0=\frac{-\beta\pm\sqrt{\beta^2+bP}}2,\qquad \delta=\frac{\xi_0+\chi_0/2}{\gamma_0}\;}$$

For a transparent crystal, $\xi_0$ and $\xi_h$ have the same sign at a real tie point, and that sign labels the branch. The product of the two roots is $-bP/4$. In Laue geometry the diffracted beam continues into the crystal, so $\gamma_h>0$ and $b>0$: the roots are real and lie on opposite branches. In Bragg geometry it leaves through the entrance surface, so $b<0$. Real roots then lie on the same branch, and there are none when $\beta^2<|b|P$. The surface normal passes through the gap.

## Second derivation: envelopes behind a surface

This route starts from the electric field in a crystal that already has a surface. Let $z=\mathbf n\cdot\mathbf r$ be the depth. The incident wave fixes the tangential phase, so the two-beam field can be written

$$\mathbf E=\mathbf A_0(z)e^{i\mathbf k_0\cdot\mathbf r}+\mathbf A_h(z)e^{i(\mathbf k_0+\mathbf h)\cdot\mathbf r}.$$

The carriers are the incident vacuum wave vector $\mathbf k_0$ and $\mathbf k_0+\mathbf h$; the second has length $k$ only at the vacuum Bragg condition $\alpha=0$. The crystal's effect is in the envelopes, assumed to change slowly: each $z$ derivative brings a factor of order $k\chi$.

**Reduction to one amplitude per beam.** The equation for $\mathbf E$ is

$$\nabla(\nabla\cdot\mathbf E)-\nabla^2\mathbf E=k^2(1+\chi)\mathbf E .$$

Let $\mathbf k_g$ be either carrier and $\mathbf e_g$ a unit polarization vector normal to it. On that beam $\nabla$ acts as $i\mathbf k_g+\mathbf n\,d/dz$. The electric field is not quite transverse. However, $\nabla\cdot[(1+\chi)\mathbf E]=0$ makes its divergence of order $k\chi$. After projection on $\mathbf e_g$, the $i\mathbf k_g$ part of the outer gradient vanishes and the other part adds a $z$ derivative. The divergence term is thus of order $k^2\chi^2$ and is dropped. So is the second derivative in

$$-\nabla^2\;\to\;k_g^2-2ik\gamma_g\frac{d}{dz}-\frac{d^2}{dz^2}.$$

With $a_g=\mathbf e_g\cdot\mathbf A_g$, $k_0^2=k^2$ and $k_h^2=k^2(1+\alpha)$, the result is

$$-\frac{2i\gamma_0}{k}\frac{da_0}{dz}=\chi_0a_0+C\chi_{-h}a_h,$$
$$-\frac{2i\gamma_h}{k}\frac{da_h}{dz}=C\chi_ha_0+(\chi_0-\alpha)a_h .$$

Here $C=\mathbf e_0\cdot\mathbf e_h$, with the same two values as before.

**The same surface.** Solutions proportional to $e^{ik\delta z}$ satisfy

$$\left(\gamma_0\delta-\frac{\chi_0}2\right)a_0=\frac{C\chi_{-h}}2a_h,\qquad \left(\gamma_h\delta+\frac{\alpha-\chi_0}{2}\right)a_h=\frac{C\chi_h}2a_0 .$$

The determinant is the quadratic equation for the tie points. The full wave vectors are $\mathbf k_0+k\delta\mathbf n$ and $\mathbf k_0+\mathbf h+k\delta\mathbf n$. To first order their lengths exceed $\kappa$ by $k$ times the two brackets, which are therefore $\xi_0$ and $\xi_h$. Varying the direction of incidence moves the normal line across the surface and traces out $\xi_0\xi_h=P/4$.

**Energy flow decides which points are used.** Multiply the envelope equations by $a_0^*$ and $a_h^*$, add, and take imaginary parts. For $F=\gamma_0|a_0|^2+\gamma_h|a_h|^2$, proportional to the inward energy flux in this approximation,

$$\frac{dF}{dz}=-k\left[\chi_0''(|a_0|^2+|a_h|^2)+2C\,\mathrm{Re}(\chi_h''a_h^*a_0)\right].$$

Here $\chi''_{\mathbf g}$ are the Fourier coefficients of $\mathrm{Im}\,\chi(\mathbf r)$. If $\chi_0''>|C\chi_h''|$, as for absorption spread through the cell, the bracket is positive for every nonzero wave.

A single mode has $F\propto e^{-2k\,\mathrm{Im}\delta\,z}$, so $2\,\mathrm{Im}(\delta)\,F$ equals the positive bracket. Thus $\delta$ cannot be real, and a mode decays inward if and only if its flux is inward. As $\alpha$ varies at fixed $b$, neither root can cross the real axis, so the number of decaying modes is fixed. It can be read off in the linear equations at large $|\alpha|$, where the beams decouple:

$$\delta\to\frac{\chi_0}{2\gamma_0},\qquad \delta\to\frac{\chi_0-\alpha}{2\gamma_h}.$$

The first has a positive imaginary part; the second has the sign of $\gamma_h$. Per polarization there are two decaying modes in Laue geometry and one in Bragg geometry. A thick Bragg crystal therefore uses one tie point. Its inward flux requires $|r|^2<|b|$, so the reflected power fraction $|r|^2/|b|$ is below one. Thick here means thick compared with the depth over which the modes decay. For a transparent crystal the choice is the limit of vanishing absorption, taken after the thickness has gone to infinity. Inside the gap $F$ must be constant while the mode decays, so $F=0$: the power is totally reflected, provided neither beam is grazing (see the last section).

**Amplitudes in Laue geometry.** Away from grazing incidence and grazing exit, the field and its normal derivative are nearly continuous. A vacuum wave in the $h$ channel on the entrance side would travel outward, with normal component $-\gamma_h$, whereas the crystal wave has $+\gamma_h$. Both cannot match unless the amplitudes vanish to leading order. Hence $a_0(0)=a_{\rm inc}$ and $a_h(0)=0$.

Let the modes have ratios $r_1,r_2$. Their $0$-beam amplitudes $c_1,c_2$ obey $c_1+c_2=a_{\rm inc}$ and $r_1c_1+r_2c_2=0$, so

$$a_h(z)=a_{\rm inc}\frac{r_1r_2}{r_2-r_1}\left(e^{ik\delta_1z}-e^{ik\delta_2z}\right).$$

For a transparent crystal in symmetric Laue geometry, $b=1$ and $\beta=\alpha/2$. With $\eta=\alpha/(2|C\chi_h|)$, the roots give $|r_1r_2|=1$ and $|r_2-r_1|^2=4(1+\eta^2)$. At thickness $t$,

$$\frac{I_h}{I_{\rm inc}}=\frac{\sin^2[kt(\delta_1-\delta_2)/2]}{1+\eta^2}.$$

At $\eta=0$ this Pendellösung oscillation has period $\Lambda=2\pi/G$. The gap is thereby visible as a length.

## A worked example

Take the round model values $\lambda=0.15$ nm, $\theta_B=20^\circ$, $\chi_0=-1.5\times10^{-5}$ and $\chi_h=\chi_{-h}=-8\times10^{-6}$. Then $k=2\pi/\lambda=41.888\ \mathrm{nm}^{-1}=41888\ \mu\mathrm m^{-1}$, and

$$G_\sigma=\frac{41888\times8\times10^{-6}}{0.9397}=0.3566\ \mu\mathrm m^{-1}.$$

This is $1.887\times10^{-5}$ inverse bohr. The period is $\Lambda_\sigma=17.62\ \mu$m. For $\pi$ polarization $C=0.7660$, so the gap shrinks to $0.2732\ \mu\mathrm m^{-1}$ and the period grows to $23.00\ \mu$m.

Let $\Delta\theta$ be the glancing angle to the planes minus $\theta_B$. With $h=2k\sin\theta_B$,

$$\alpha=4\sin\theta_B[\sin\theta_B-\sin(\theta_B+\Delta\theta)]\simeq-2\Delta\theta\sin2\theta_B .$$

**Symmetric Laue.** At $\Delta\theta=0$, $\beta=0$ and $\xi_0=\pm4\times10^{-6}$ for $\sigma$. Adding $\chi_0/2=-7.5\times10^{-6}$ and dividing by $\gamma_0=0.9397$ gives

$$\delta=-3.72\times10^{-6}\quad\text{and}\quad-12.24\times10^{-6}.$$

The first has $r=-1$: it is the sine wave of the opening, with nodes where $\chi$ is most negative. At $\Delta\theta=10\ \mu$rad the tie points move to $0.90\times10^{-6}$ and $-10.02\times10^{-6}$. Their separation has grown from $8.51\times10^{-6}$ to $10.92\times10^{-6}$, so the oscillation is faster; since $\eta\simeq-0.80$, its maximum is about $0.61$.

**Symmetric Bragg.** Here $b=-1$ and $\beta=\chi_0+\Delta\theta\sin2\theta_B$. The condition $|\beta|<|C\chi_h|$ gives a total-reflection range with centre and full width

$$\Delta\theta_c=-\frac{\chi_0}{\sin2\theta_B}=23.3\ \mu\mathrm{rad},\qquad w=\frac{2|C\chi_h|}{\sin2\theta_B}.$$

The width is $24.9\ \mu$rad for $\sigma$ and $19.1\ \mu$rad for $\pi$. The centre is displaced by refraction, while the width comes from the coupling. At the centre, the $\sigma$ roots are

$$\delta=(-21.93\pm11.70i)\times10^{-6}.$$

The positive imaginary part is kept. The amplitude falls by $1/e$ in $1/(k\,\mathrm{Im}\,\delta)=2.04\ \mu$m without any absorption. At $\Delta\theta=50\ \mu$rad the roots are real again, $-24.8\times10^{-6}$ and $-69.1\times10^{-6}$. With $\gamma_0=0.3420$, the first has $\xi_0\simeq-0.99\times10^{-6}$ and $r\simeq0.25$, hence a reflectivity near $0.06$. The second has $|r|>1$ and carries energy outward. It is not excited in a semi-infinite crystal, or in one much thicker than the absorption depth, and the reflectivity $0.06$ refers to that case. A strictly transparent plate of finite thickness excites this mode through its back face, however thick it is; its reflectivity at this angle oscillates with thickness between $0$ and about $0.22$, with mean about $0.12$.

## What each derivation assumes

Both derivations use weak, local, isotropic susceptibility and two strong beams. A third reciprocal-lattice point close to the sphere adds another amplitude and changes the surface. Both also neglect terms of order $\chi^2$. When $2\theta_B$ is so close to $90^\circ$ that $|C|$ is comparable with $|\chi|$, the retained $\pi$ coupling is no larger than neglected terms, and the formula cannot be trusted there.

The first derivation needs no surface. It assumes an infinite periodic crystal and finds its permitted waves; the boundary then chooses among them. Using $\mathbf D$ makes each component transverse, at the price of expanding $1/(1+\chi)$. Its bulk result does not depend on the angle at which a beam meets a surface.

The second derivation assumes a plane surface and slowly varying envelopes from the start. Using $\mathbf E$ leaves the permittivity uninverted, but requires an estimate of the longitudinal field. In return it supplies the amplitudes and the energy balance that select the excited modes.

The difference matters at grazing angles. Neglecting the second derivative is the same as dropping $\delta^2$ beside $2\gamma_0\delta$ and $2\gamma_h\delta$, which requires $|\delta|\ll\gamma_0,|\gamma_h|$. For a grazing incident beam $\delta$ is of order $\chi/\gamma_0$, so the condition becomes $\gamma_0^2\gg|\chi|$. When it fails, the envelope equations and the quadratic tie-point formula fail together, and specular reflection is no longer weak. The bulk dispersion surface remains valid, but its intersections with the surface normal must be found with the $\delta^2$ terms retained.

For a grazing exit beam in Bragg geometry, $|\delta|\ll|\gamma_h|$ secures the tie points but not the reflectivity. The vacuum wave that leaves the surface has normal component $\sqrt{\gamma_h^2-\alpha}$, and for large $|b|$ the centre of the reflection, $\beta=0$, lies at $\alpha\simeq\chi_0$. This matches the crystal wave only if $\gamma_h^2\gg|\chi|$. Otherwise part of the diffracted beam is reflected back into the crystal, and neither $|r|^2/|b|$ nor total reflection inside the gap holds. With the parameters of the example and $\gamma_h=-0.003$, $|\delta|/|\gamma_h|$ is only about $0.03$, but the normal components are $0.0030$ inside and $0.0049$ outside. The fraction $(1.9/7.9)^2\simeq0.06$ is lost, and the $\sigma$ reflectivity at the centre of the gap is about $0.94$.

Numbers in the example were calculated in double precision.
